# Why integer and half-integer Wigner functions overlap on the SO(3) range

A spin-1/2 particle is prepared with spin up along the $z$ axis, and the state is then turned by Euler angles $\alpha,\beta,\gamma$. The amplitude for finding the spin still up is a function of the three angles. Suppose we are handed this function and asked which angular momenta it contains. The natural procedure is to project it on the Wigner functions $D^j_{mk}$, one after another, by integrating over all orientations. The orientations of a body in space are covered once by

$$0\le\alpha<2\pi,\qquad 0\le\beta\le\pi,\qquad 0\le\gamma<2\pi, \tag{1}$$

so this seems to be the right range. The projection then reports components with $j=0$, $j=1$ and other integer values in a function that belongs to spin 1/2.

## The belief and its appeal

The belief behind the procedure is that all $D^j_{mk}$, for $j=0,\tfrac12,1,\tfrac32,\dots$, are mutually orthogonal over the range (1), with norm squared $8\pi^2/(2j+1)$.

Much speaks for it. The formula holds among the integer functions. It also holds, with the same norm, among the half-integer ones. There is even a quick argument for the mixed case: functions with different $m$ are eigenfunctions of $i\partial/\partial\alpha$ with different eigenvalues, and eigenfunctions of a Hermitian operator with different eigenvalues are orthogonal. The weak point is the word Hermitian, which depends on what happens at the ends of the interval.

## Conventions and the sign

Set $\hbar=1$ and define

$$D^j_{mk}(\alpha,\beta,\gamma)=\langle jm|e^{-i\alpha J_z}e^{-i\beta J_y}e^{-i\gamma J_z}|jk\rangle=e^{-im\alpha}\,d^j_{mk}(\beta)\,e^{-ik\gamma}. \tag{2}$$

The outer exponentials act on eigenstates of $J_z$ and give the phases. In the standard phase convention $J_y$ has purely imaginary matrix elements, so $-i\beta J_y$ is real and so is $d^j_{mk}=\langle jm|e^{-i\beta J_y}|jk\rangle$. Integrals carry the weight $d\tau=\sin\beta\,d\alpha\,d\beta\,d\gamma$.

Adding $2\pi$ to $\alpha$ multiplies (2) by $e^{-2\pi im}$. Since $m$ differs from $j$ by an integer, this factor is $(-1)^{2j}$:

$$D^j_{mk}(\alpha+2\pi,\beta,\gamma)=(-1)^{2j}D^j_{mk}(\alpha,\beta,\gamma). \tag{3}$$

The orientation in space is the same before and after. An integer $D$ is therefore a function of the orientation. A half-integer $D$ is not, because it takes two values of opposite sign at each orientation. It is a function on SU(2), the group of $2\times2$ unitary matrices with unit determinant, in which $U$ and $-U$ are different elements that produce the same rotation of space.

## Orthogonality on the full group

For spin 1/2, $J_y=\sigma_y/2$ and $\sigma_y^2=1$, so $e^{-i\beta\sigma_y/2}=\cos\frac\beta2-i\sigma_y\sin\frac\beta2$. With $c=\cos\frac\beta2$ and $s=\sin\frac\beta2$,

$$d^{1/2}=\begin{pmatrix}c&-s\\ s&c\end{pmatrix}. \tag{4}$$

By (2), the first column of the full matrix $U$ is $a=c\,e^{-i\mu}$, $b=s\,e^{i\nu}$, with $\mu=(\alpha+\gamma)/2$ and $\nu=(\alpha-\gamma)/2$. The second column is $(-b^*,a^*)$, so the pair $(a,b)$ fixes $U$. Because $|a|^2+|b|^2=1$, SU(2) is the unit sphere in four real dimensions. Its line element is

$$|da|^2+|db|^2=\tfrac14d\beta^2+c^2d\mu^2+s^2d\nu^2,$$

so its volume element is $\tfrac12cs\,d\beta\,d\mu\,d\nu=\tfrac14\sin\beta\,d\beta\,d\mu\,d\nu$. The Jacobian from $(\alpha,\gamma)$ to $(\mu,\nu)$ has magnitude $\tfrac12$, and the result is $d\tau/8$.

Which angles cover the sphere once? A point with $a,b\neq0$ fixes $\mu$ and $\nu$ modulo $2\pi$. Then $\gamma=\mu-\nu$ is fixed modulo $2\pi$, which selects one value in $[0,2\pi)$. With that value, $\alpha=2\mu-\gamma$ is fixed modulo $4\pi$. Hence $\alpha$ must run over $4\pi$ when $\gamma$ runs over $2\pi$. Starting instead from $\alpha=\mu+\nu$ modulo $2\pi$ and $\gamma=2\mu-\alpha$ modulo $4\pi$ gives the same result with the roles exchanged. The total of $d\tau$ is $4\pi\cdot2\cdot2\pi=16\pi^2$.

Multiplying $U$ from the right by a fixed group element $h$ replaces the first column by a combination of $(a,b)$ and $(-b^*,a^*)$. This map is linear in the four real coordinates and preserves length, so it preserves volume. Now take any constant matrix $X$ and form

$$A=\int_{SU(2)}D^J(g)^\dagger X\,D^j(g)\,d\tau .$$

Replacing $g$ by $gh$ leaves the integral unchanged, so $D^J(h)^\dagger A\,D^j(h)=A$, or $A\,D^j(h)=D^J(h)A$. For $h$ close to the identity this becomes $AJ_i^{(j)}=J_i^{(J)}A$ for each component $i$. Applying it twice and summing over $i$ gives

$$[\,j(j+1)-J(J+1)\,]A=0 .$$

Thus $A=0$ if $J\ne j$. If $J=j$, then $A$ commutes with $J_z$, whose eigenvalues are distinct, so $A$ is diagonal. It also commutes with $J_+$, which links neighbouring states with nonzero elements, so its diagonal elements are equal. Hence $A=\lambda\,\mathbb 1$. Since $\operatorname{tr}(D^\dagger XD)=\operatorname{tr}X$, the trace gives $\lambda=16\pi^2\operatorname{tr}X/(2j+1)$. Choosing $X$ with a single unit element in row $M$, column $m$, and reading off the element $A_{Kk}$, we obtain

$$\int_{4\pi}D^{J*}_{MK}D^j_{mk}\,d\tau=\frac{16\pi^2}{2j+1}\,\delta_{Jj}\delta_{Mm}\delta_{Kk}. \tag{5}$$

The label $4\pi$ means that either $\alpha$ or $\gamma$ has this range.

## What survives on the shorter range

Let $I$ be the same integral over (1). Split the interval $0\le\alpha<4\pi$ into two halves. By (3), the integrand in the second half is $(-1)^{2J+2j}$ times that in the first:

$$I_{4\pi}=\left[1+(-1)^{2J+2j}\right]I. \tag{6}$$

If both $J$ and $j$ are integers, or both are half-integers, the bracket is 2. Then $I=I_{4\pi}/2$, which is orthogonality with norm squared $8\pi^2/(2j+1)$. Half-integer functions among themselves do not need the longer range, because the two sign changes cancel in the product.

If one is integer and the other half-integer, the bracket is zero. Equation (6) then reads $0=0\cdot I$ and leaves $I$ undetermined. It has to be calculated. Put $q=M-m$ and $p=K-k$, both now half of an odd integer. Since $e^{2\pi iq}=-1$,

$$\int_0^{2\pi}e^{iq\alpha}d\alpha=\frac{e^{2\pi iq}-1}{iq}=\frac{-2}{iq}=\frac{2i}{q}, \tag{7}$$

and likewise $2i/p$ for $\gamma$. The product is $-4/(qp)$, so

$$I=-\frac{4}{qp}\int_0^\pi d^J_{MK}(\beta)\,d^j_{mk}(\beta)\sin\beta\,d\beta . \tag{8}$$

The azimuthal factors never vanish for a mixed pair. Equation (7) also shows where the Hermiticity argument breaks: orthogonality in $\alpha$ needs $e^{iq\alpha}$ to return to its initial value after $2\pi$, and here it returns with the opposite sign.

## The number that refutes the belief

Take the amplitude of the opening,

$$f=D^{1/2}_{1/2,1/2}=e^{-i\alpha/2}\cos\tfrac\beta2\,e^{-i\gamma/2},$$

and project it on $D^0_{00}=1$. Here $q=p=-\tfrac12$, so $-4/(qp)=-16$. With $x=\cos\frac\beta2$ we have $\sin\beta\,d\beta=-4x\,dx$, and the limits $0,\pi$ become $1,0$. The polar integral is

$$\int_0^\pi\cos\tfrac\beta2\sin\beta\,d\beta=4\int_0^1x^2dx=\frac43 .$$

The overlap is $-16\cdot\frac43=-\frac{64}{3}\approx-21.33$. To judge its size, divide by the norms. The squared norm of $f$ over (1) is $8\pi^2/2\approx39.48$ and that of $D^0_{00}$ is $8\pi^2\approx78.96$, so

$$\frac{-21.33}{\sqrt{78.96\times39.48}}\approx-0.382 .$$

Orthogonal functions would give zero.

For $J=1$ we use $d^1_{00}=\cos\beta$: the state $|1,0\rangle$ transforms like the unit vector along $z$, whose $z$ component after a turn by $\beta$ about $y$ is $\cos\beta$. With $\cos\beta=2x^2-1$,

$$4\int_0^1x^2(2x^2-1)\,dx=4\left(\frac25-\frac13\right)=\frac4{15},$$

and the overlap is $-\frac{64}{15}\approx-4.27$. The usual projection formula, with prefactor $(2J+1)/(8\pi^2)$, returns

$$c_0=\frac{-21.33}{78.96}\approx-0.270,\qquad c_1=\frac{3\times(-4.267)}{78.96}\approx-0.162 .$$

These are two of the false integer components. There are many more, and some are larger. For $D^1_{11}$, with polar factor $d^1_{11}=\cos^2\frac\beta2$, the same steps give the overlap $-16\cdot\frac45=-12.8$ and the coefficient $-0.486$. When $\alpha$ runs over $4\pi$, all three overlaps vanish, as (5) requires.

A pair of half-integer functions shows the contrast. We need $d^{3/2}_{1/2,1/2}$. Build the state $|\frac32,\frac12\rangle$ from three spins as $(\uparrow\uparrow\downarrow+\uparrow\downarrow\uparrow+\downarrow\uparrow\uparrow)/\sqrt3$ and turn each spin with (4). The three diagonal terms give $c^3$ each. The six cross terms exchange one up and one down spin and give $c(-s)(s)$ each. Thus

$$d^{3/2}_{1/2,1/2}=\tfrac13(3c^3-6cs^2)=c(3c^2-2).$$

Its overlap with $f$ has $q=p=0$, so the azimuthal integrals give $4\pi^2$, and the polar integral is $4\int_0^1x^3(3x^2-2)dx=4(\frac12-\frac12)=0$. The range (1) is sufficient here.

## Some mixed pairs do vanish

It would be too strong to say that every mixed pair overlaps. The polar integral in (8) can be zero by itself. An example is $d^2_{21}$ with the function just found. Four spins give $|2,2\rangle=\uparrow\uparrow\uparrow\uparrow$, while $|2,1\rangle$ is half the sum of the four states with one spin down. Therefore $d^2_{21}=\frac12\cdot4\,c^3(-s)=-2c^3s$, and

$$\int_0^\pi d^2_{21}\,d^{3/2}_{1/2,1/2}\sin\beta\,d\beta=-8\int_0^1x^5(3x^2-2)\sqrt{1-x^2}\,dx .$$

Substitute $u=\sqrt{1-x^2}$, so that $x\,dx=-u\,du$. The integral becomes

$$-8\int_0^1u^2(1-u^2)^2(1-3u^2)\,du=-\frac83\Big[u^3(1-u^2)^3\Big]_0^1=0 .$$

Differentiating the bracket confirms the step: $3u^2(1-u^2)^3-6u^4(1-u^2)^2=3u^2(1-u^2)^2(1-3u^2)$. Among the 700 mixed pairs with both angular momenta up to 2, the numerical output finds 16 with zero overlap. The other 684 do not vanish.

## An overlap that depends on the cut

One might try to keep the mixed overlap as a legitimate, if inconvenient, number fixed by the two $D$ functions and the space of orientations alone. It is not fixed by them, because a half-integer $D$ becomes a function of orientation only after a branch is chosen. Let $\alpha$ run from $a$ to $a+2\pi$ instead of from 0. The same orientations are covered, but (7) acquires a factor:

$$\int_a^{a+2\pi}e^{iq\alpha}d\alpha=e^{iqa}\,\frac{2i}{q}. \tag{9}$$

For $f$ and $D^0_{00}$, $q=-\frac12$. The overlap is $-21.33$ for $a=0$, then $-21.33\,e^{-i\pi/2}=+21.33\,i$ for $a=\pi$, and $+21.33$ for $a=2\pi$. A quantity defined by the orientations alone could not depend on where we begin to count an angle. What is being integrated is one branch of a double-valued function, and $a$ says where the branch is cut. The values for $a=0$ and $a=2\pi$ cancel, which is how the $4\pi$ integral becomes zero.

## Why no half-integer function escapes

Although single pairs may vanish, no half-integer $D$ can be orthogonal to all the integer ones over (1). The reason is that the integer functions are already complete there. Products of integer $D$ functions are sums of integer $D$ functions, by the coupling of angular momenta. The set contains the constant $D^0_{00}$, and the complex conjugate of a member is, up to sign, again a member. The nine functions with $J=1$ are the rotation matrix in another basis, so they distinguish any two orientations. By the Stone–Weierstrass theorem, finite sums of integer $D$ functions then approximate every continuous function on SO(3) uniformly, and hence every square-integrable function in the mean. A half-integer $D$, restricted to (1), is square-integrable. If all its overlaps with integer functions were zero, it would itself be zero.

The combined set is therefore overcomplete on (1), since the integer functions alone suffice. So do the half-integer functions alone. To see this, extend a function on (1) to $2\pi\le\alpha<4\pi$ with the opposite sign. Its overlaps with integer functions then cancel between the two halves, while all $D$ functions together are complete on SU(2) by the same theorem. Only half-integer functions remain in the expansion. The coefficients $c_0$ and $c_1$ are correct as coefficients of the cut function in the integer set. The error lies in reading them as angular momentum content.

The fraction of the squared norm of $f$ carried by integer functions up to $J=L$ is

$$W_L=\frac1{4\pi^2}\sum_{J=0}^{L}\frac{2J+1}{8\pi^2}\sum_{M,K}|I^J_{MK}|^2 ,$$

where $I^J_{MK}$ is the overlap of $D^J_{MK}$ with $f$. The constant alone carries 0.146, the square of the normalized overlap found above. Adding the nine functions with $J=1$ raises the fraction to 0.650. It reaches 0.943 at $L=10$ and 0.970 at $L=20$.

The approach to one is slow, and part of the reason can be derived. In the variable $\alpha$ alone, the fraction of $e^{-i\alpha/2}$ carried by the harmonic $e^{-iM\alpha}$ is $|2i/q|^2/(2\pi)^2=1/(\pi^2q^2)$, with $q=M-\frac12$. Functions with $J\le L$ contain only $|M|\le L$, so everything with larger $|M|$ is missing. Bounding the two sums from below by integrals gives

$$1-W_L\ \ge\ \frac1{\pi^2}\left(\frac1{L+\frac12}+\frac1{L+\frac32}\right).$$

The missing weight cannot fall faster than $1/L$. These tails come from the sign jump of $f$ where $\alpha$ wraps around from $2\pi$ to 0, which smooth functions of orientation must reproduce. A second jump of the same kind lies where $\gamma$ wraps around. Numerically, the missing weight at $L=20$ is 0.526 times that at $L=10$, which is consistent with a decay close to $1/L$.

## Which angle to extend

If the other two ranges stay as in (1), the extra factor of two must go to $\alpha$ or $\gamma$. Doubling $\beta$ to $[0,2\pi]$, with weight $|\sin\beta|$, gives the same total volume but not the same result. Test it on $D^0_{00}$ and $D^{1/2}_{1/2,-1/2}$, whose polar factor is $-\sin\frac\beta2$. Now $q=-\frac12$ and $p=+\frac12$, so $-4/(qp)=16$. On $[0,\pi]$, the substitution $y=\sin\frac\beta2$ gives $-4\int_0^1y^2dy=-\frac43$. The integrand is symmetric about $\beta=\pi$, so the second half contributes the same amount. The overlap is $16\cdot(-\frac83)=-\frac{128}3\approx-42.67$. A range that covered SU(2) evenly would have given zero by (5), so this one does not.

The range thus follows from the functions in use. For integer $j$ alone, or half-integer $j$ alone, the orientations in (1) suffice. When both kinds occur in one expansion, the integral must run over SU(2). The simplest way is to let $\alpha$ or $\gamma$ span $4\pi$ and to change the prefactor to $(2j+1)/(16\pi^2)$. The spin-1/2 amplitude then has a single component, with $j=\frac12$ and coefficient one.

## Computed results

```
All values dimensionless unless a unit is given
Sign of D after alpha + 2pi, j = 0: +1.000000
Sign of D after alpha + 2pi, j = 0.5: -1.000000
Sign of D after alpha + 2pi, j = 1: +1.000000
Sign of D after alpha + 2pi, j = 1.5: -1.000000
Sign of D after alpha + 2pi, j = 2: +1.000000
Change of the 3x3 space rotation: 0.0e+00
Test angle beta: 1.1 rad
Sphere volume density there: 0.111401
sin(beta)/8 there: 0.111401
Largest error, same class, 2pi range: 7.1e-14
Largest error, all pairs, alpha to 4pi: 3.0e-13
Largest error, all pairs, gamma to 4pi: 3.0e-13
Mixed pairs up to j = 2: 700
Mixed pairs with zero overlap, 2pi range: 16
Example function f = D(1/2; 1/2, 1/2)
Norm squared of f, 2pi range: 39.478418
Norm squared of f, 4pi range: 78.956835
Norm squared of D(0;0,0), 2pi: 78.956835
Beta integral with D(0;0,0): 1.333333
Beta integral with D(1;0,0): 0.266667
Overlap with D(0;0,0), 2pi range: -21.333333
Overlap with D(1;0,0), 2pi range: -4.266667
Size of overlap with D(0;0,0), 4pi: 2.4e-13
Size of overlap with D(1;0,0), 4pi: 4.8e-14
Normalized overlap with D(0;0,0), 2pi: -0.382106
False coefficient of D(0;0,0): -0.270190
False coefficient of D(1;0,0): -0.162114
Overlap with D(0;0,0), alpha from 0 pi rad: -21.3333 +0.0000 i
Overlap with D(0;0,0), alpha from 1 pi rad: -0.0000 +21.3333 i
Overlap with D(0;0,0), alpha from 2 pi rad: +21.3333 +0.0000 i
Beta to 2pi: D(0;0,0) with D(1/2;1/2,-1/2): -42.666667
Weight of f in integer D up to J = 0: 0.146005
Weight of f in integer D up to J = 1: 0.650209
Weight of f in integer D up to J = 2: 0.786616
Weight of f in integer D up to J = 5: 0.894839
Weight of f in integer D up to J = 10: 0.942680
Weight of f in integer D up to J = 20: 0.969873
Missing weight, J limit 20 over limit 10: 0.5256
```
